# Exponential Decay of Heat Current in a Pinned Random-Mass Harmonic Chain

Suppose the heat current has been computed for disordered harmonic chains of a few hundred sites and is needed for much longer ones. One must decide whether to extrapolate with a power of the length or with an exponential, and whether a weak spring tying each site to a substrate may be dropped first. The two decisions are linked. With mass disorder present, an equal on-site spring at every site makes the decay exponential; with no on-site springs at all, an exponential law is impossible.

### Model and statement

The $N$ masses are drawn independently as $m(1-\Delta)$ or $m(1+\Delta)$ with equal odds, $0<\Delta<1$; call these $m_-$ and $m_+$. Neighbours are joined by springs $k$, and every site is tied to its rest position by a spring $k_o=\kappa k$. Sites 1 and $N$ have no outer neighbour. Each feels a friction force $-\lambda\dot x$ and white noise of strength $2\lambda k_BT_{L}$ or $2\lambda k_BT_R$. All forces are harmonic and the baths are classical. With $\Delta T=T_L-T_R>0$ and angle brackets for the average over masses, the claims are

$$\kappa>0:\ \langle J\rangle\le C\,k_B\Delta T\,e^{-cN};\qquad \kappa=0:\ J\ge C'k_B\Delta T/N \text{ for every chain},\tag{1}$$

where $C,c,C'>0$ do not depend on $N$.

For time dependence $e^{-i\omega t}$ let $G(\omega)$ be the displacement response to a force. The left noise dissipates in the right friction the power $\lambda\langle\dot x_N^2\rangle=\lambda\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}\,\omega^2|G_{N1}|^2\,2\lambda k_BT_L$. The right noise sends the same expression with $T_R$ to the left, because $G$ is symmetric. Subtracting, and folding the even integrand onto $\omega>0$,

$$J=\frac{k_B\Delta T}{2\pi}\int_0^\infty \mathcal T\,d\omega,\qquad \mathcal T=4\lambda^2\omega^2|G_{1N}|^2 .\tag{2}$$

### Transmission from a matrix product

Apply a force $f$ at site $N$, chosen so that $u_1=1$; then $G_{1N}=1/f$. Put $\beta=\lambda\omega/k$ and $a_n=2+\kappa-m_n\omega^2/k$. The equation of site 1 is $u_2=(a_1-1-i\beta)u_1$. It takes the bulk form

$$u_{n+1}=a_nu_n-u_{n-1}\tag{3}$$

if we define $u_0=1+i\beta$. Using (3) also to define $u_{N+1}$, the equation of site $N$ gives

$$f/k=(a_N-1-i\beta)u_N-u_{N-1}=u_{N+1}-(1+i\beta)u_N.\tag{4}$$

Let $M_n=\begin{pmatrix}a_n&-1\\1&0\end{pmatrix}$ and $P=M_N\cdots M_1$, a real matrix of determinant 1 that takes $(u_1,u_0)$ to $(u_{N+1},u_N)$. With $y\wedge z=y_1z_2-y_2z_1$ and $e=(1,i)$, equation (4) reads $f/k=(PVe)\wedge(We)$, where

$$V=\begin{pmatrix}1&0\\1&\beta\end{pmatrix},\quad W=\begin{pmatrix}1&\beta\\1&0\end{pmatrix},\quad Q=W^{-1}PV=\begin{pmatrix}a&b\\c&d\end{pmatrix}.$$

Since $\det W=-\beta$, $f/k=-\beta\,(Qe)\wedge e=-\beta[-(b+c)+i(a-d)]$. Since $\det V=\beta$, $\det Q=-1$. Hence $|f/k|^2=\beta^2(\|Q\|^2-2\det Q)=\beta^2(\|Q\|^2+2)$, with $\|Q\|^2$ the sum of squared entries, and

$$\mathcal T=\frac{4\beta^2}{|f/k|^2}=\frac{4}{\|Q\|^2+2}\le1 .\tag{5}$$

The last inequality follows from $\|Q\|^2\ge2|\det Q|$. Because $\mathcal T\le1$, also $\mathcal T\le\sqrt{\mathcal T}\le2/\|Q\|$. From $P=WQV^{-1}$, $\|W\|=\sqrt{2+\beta^2}$ and $\|V^{-1}\|=\sqrt{2+\beta^2}/\beta$ we get $1/\|Q\|\le(2+\beta^2)/(\beta\|P\|)$. For every unit vector $e_\theta=(\cos\theta,\sin\theta)$, $|Pe_\theta|\le\|P\|$. Therefore

$$\mathcal T\le\frac{2(2+\beta^2)}{\beta}\Phi(P),\qquad \Phi(P)=\frac1{2\pi}\int_0^{2\pi}\frac{d\theta}{|Pe_\theta|}.\tag{6}$$

### Why the average contracts

Let $P$ turn the direction $\theta$ into $\theta'$. As $\det P=1$, $d\theta'/d\theta=1/|Pe_\theta|^2$. On functions with period $\pi$, that is, functions of lines through the origin, define

$$(U_Ph)(\theta)=h(\theta')/|Pe_\theta| .\tag{7}$$

Then $\int|U_Ph|^2d\theta=\int|h|^2d\theta'$, so $U_P$ is unitary. Applying (7) twice gives $U_PU_R=U_{RP}$. Let $A$ and $B$ be the matrices $M_n$ for $m_-$ and $m_+$, and $S=(U_A+U_B)/2$. Independence of the masses gives

$$\langle\Phi(P)\rangle=\frac1{2\pi}(1,S^N1)\le\|S^2\|^{\lfloor N/2\rfloor}.\tag{8}$$

We show that $\|S^2\|$ stays below some $\rho<1$ on any interval $[\omega_1,\omega_2]$ with $\omega_1>0$. Suppose it does not. Then there are frequencies $\omega_j$ in the interval and unit functions $h_j$ with $\|S^2h_j\|\to1$. Now $S^2h_j$ is the mean of four unit vectors $g_i$, and

$$\Big\|\tfrac14\sum_i g_i\Big\|^2=1-\tfrac1{32}\sum_{i,l}\|g_i-g_l\|^2,\tag{9}$$

so the four vectors approach one another. Comparing $U_AU_Ah_j$ with $U_AU_Bh_j$ gives $\|U_Ah_j-U_Bh_j\|\to0$. Comparing $U_AU_Ah_j$ with $U_BU_Ah_j$ gives the same property for $U_Ah_j$. Multiplying by $U_B^{-1}$, both functions become invariant under $U_B^{-1}U_A=U_{AB^{-1}}$ in the limit. Here

$$AB^{-1}=\begin{pmatrix}1&s\\0&1\end{pmatrix},\qquad s=\frac{(m_+-m_-)\omega^2}{k}=\frac{2\Delta m\omega^2}{k}.\tag{10}$$

The probability densities $|h_j|^2$ are then also invariant in the limit, since $\int\big||U h|^2-|h|^2\big|d\theta\le2\|Uh-h\|$. Pass to a subsequence in which $\omega_j$ converges and the probability measures converge weakly. The limit measure is invariant under the limiting shear, whose $s$ is positive. This shear fixes the horizontal line and moves every other line by $\cot\theta\to\cot\theta+s$. Equal translated intervals of $\cot\theta$ would carry equal probability, which must be zero because there are infinitely many of them. All probability therefore sits on the horizontal line. The same holds for $|U_Ah_j|^2$. But by (7) that measure is the first one moved by $A^{-1}$, and $A^{-1}(1,0)=(0,-1)$ is vertical. The contradiction proves the claim.

The argument compares two-site segments that differ in one mass. Disorder acts through the shear (10), and the shear vanishes as $\omega\to0$. The uniform bound thus needs a frequency floor, which pinning supplies.

### The remaining frequencies

A mode of the pinned chain without baths has $\omega^2\ge k_o/m_+$, because the on-site energy alone is $\frac12k_o\sum u_n^2$. Baths can still drive the chain below this floor. Choose $\omega_1^2=k_o/(2m_+)$. For $\omega\le\omega_1$, $a_n\ge2+\kappa/2$, so $|u_2|\ge1+\kappa/2$, and (3) gives by induction $|u_{n+1}|\ge(a_n-1)|u_n|\ge(1+\kappa/2)|u_n|$. From (4), $|f/k|\ge(\kappa/2)|u_N|$. Thus

$$\mathcal T\le\frac{4\beta^2}{(\kappa/2)^2(1+\kappa/2)^{2(N-1)}} .\tag{11}$$

At high frequency let $\eta=m_-\omega^2/k-4-\kappa$ and choose $\omega_2$ where $\eta=1$. Above it $a_n\le-(2+\eta)$, hence $|u_2|\ge3+\eta$, $|u_{n+1}|\ge(1+\eta)|u_n|$ and $|f/k|\ge(3+\eta)|u_N|-|u_{N-1}|\ge2|u_N|$. Therefore

$$\mathcal T\le\beta^2(1+\eta)^{-2(N-1)} .\tag{12}$$

For $N\ge4$ the right side is at most $4^{-(N-4)}\beta^2(1+\eta)^{-6}$, which has a finite integral. Adding the integrals of (11), (12) and, between $\omega_1$ and $\omega_2$, of (6) with (8) proves the first claim in (1); shorter chains only alter $C$. The mean also controls single chains: the probability that $J$ exceeds $C\,k_B\Delta T\,e^{-cN/2}$ is at most $\langle J\rangle e^{cN/2}/(C\,k_B\Delta T)\le e^{-cN/2}$.

### Without pinning

Set $\kappa=0$. Adding the equations of sites 1 to $n$ cancels the internal bond forces:

$$k(u_{n+1}-u_n)=-i\lambda\omega u_1-\omega^2\sum_{j\le n}m_ju_j .\tag{13}$$

Let $U=\max|u_n|$ and $\delta=(\lambda\omega N+m_+\omega^2N^2)/k$. Summing (13) over bonds gives $|u_n-1|\le\delta U$, so $U\le1+\delta U$, and $U\le2$ when $\delta\le\frac12$. Adding all $N$ equations gives $f=-i\lambda\omega(u_1+u_N)-\omega^2\sum_jm_ju_j$, so $|f|\le2(2\lambda\omega+Nm_+\omega^2)$ and

$$\mathcal T\ge\frac1{(2+Nm_+\omega/\lambda)^2}.\tag{14}$$

Integrate up to $\omega=x/N$, with $x$ fixed by $(\lambda x+m_+x^2)/k\le\frac12$. The lower bound (14) decreases with frequency, so its value at the upper end may be used throughout:

$$J\ge\frac{k_B\Delta T}{2\pi N}\,\frac{x}{(2+m_+x/\lambda)^2}.\tag{15}$$

This is the second claim in (1). Physically, a slow enough wave moves the whole chain almost rigidly, whatever the order of the masses.

### The rate at weak disorder

The proof gives no convenient value of $c$. For small $\Delta$ one can find the Lyapunov exponent $\gamma$, the mean growth of $\ln|u_n|$ per site. Write $a_n=2\cos q-\varepsilon_n$, with $2\cos q=2+\kappa-m\omega^2/k$ and $\varepsilon_n=\pm\Delta m\omega^2/k$. Set $u_n=R\sin\varphi$, $u_{n-1}=R\sin(\varphi-q)$. The combination $u_{n+1}^2+u_n^2-2u_{n+1}u_n\cos q$ equals $R'^2\sin^2q$ after the step. Inserting $u_{n+1}=R\sin(\varphi+q)-\varepsilon_nR\sin\varphi$ gives

$$\frac{R'^2}{R^2}=1+z,\qquad z=-\frac{\varepsilon_n}{\sin q}\sin2\varphi+\frac{\varepsilon_n^2}{\sin^2q}\sin^2\varphi .\tag{16}$$

The phase $\varphi$ advances by about $q$ per site and averages out, except near the band edges and near $q=\pi/2$, where $\cos4\varphi$ does not average. Since $\varepsilon_n$ is independent of $\varphi$ and has zero mean, to second order $\langle z\rangle=\langle z^2\rangle=\sigma/2$, with $\sigma=\langle\varepsilon^2\rangle/\sin^2q$. Then $\gamma=\frac12\langle z-z^2/2\rangle=\sigma/8$, or

$$\gamma=\frac{\Delta^2m^2\omega^4}{8k^2\sin^2q}.\tag{17}$$

The average in (8) shrinks per site by $\langle(1+z)^{-1/2}\rangle=1-\sigma/4+3\sigma/16=1-\gamma/2$. Its rate is $\gamma/2$ and not $\gamma$, because rare weakly growing chains dominate an average of inverse growth.

Without pinning, $\sin^2q\to m\omega^2/k$ at low frequency, and $\gamma\to\Delta^2m\omega^2/(8k)$ vanishes. With pinning, put $y=1-\cos q$, so that $m\omega^2/k=\kappa+2y$ and $\sin^2q=y(2-y)$. A stationary value of (17) requires

$$\frac4{\kappa+2y}=\frac1y-\frac1{2-y}\ \Rightarrow\ 4y(2-y)=(\kappa+2y)(2-2y)\ \Rightarrow\ y=\frac{\kappa}{\kappa+2}.$$

There $\kappa+2y=\kappa(\kappa+4)/(\kappa+2)$ and $y(2-y)=\kappa(\kappa+4)/(\kappa+2)^2$. Expression (17) diverges at both band edges, so this is its minimum:

$$\gamma_{\min}=\frac{\Delta^2\kappa(\kappa+4)}8 .\tag{18}$$

This is the minimum of (17), and it is the smallest true rate only while the stationary point stays away from $q=\pi/2$. At $q=\pi/2$ the true rate lies about 8% below (17), and for $\kappa$ above about 5 that band-centre value falls below (18). For weak pinning the localization length $1/\gamma_{\min}\approx2/(\Delta^2\kappa)$ is long. A substrate spring may be negligible in a short chain and decisive in a long one.

### Which modes carry the current

Consider a mode with mass-normalized shape $\phi_n$, damped by the baths at rates $\Gamma_L=\lambda\phi_1^2$ and $\Gamma_R=\lambda\phi_N^2$ that are far smaller than the distance to neighbouring frequencies. Its energy balance, $\Gamma_L(k_BT_L-v^2)+\Gamma_R(k_BT_R-v^2)=0$ for mean squared modal velocity $v^2$, gives

$$J_{\rm mode}=\Gamma_L(k_BT_L-v^2)=k_B\Delta T\,\frac{\Gamma_L\Gamma_R}{\Gamma_L+\Gamma_R}.\tag{19}$$

The smaller rate is the bottleneck. For a mode centred a distance $\ell$ from an end the rate there scales as $e^{-2\gamma\ell}$, so the best place is mid-chain, which gives a typical current of order $e^{-\gamma_{\min}N}$. This is an estimate that ignores fluctuations of the mode tails.

Equation (19) also shows that pinning alone is not enough. With equal masses, mirror symmetry makes $\Gamma_L=\Gamma_R$, and $\sum\phi_1^2=1/m$ gives $J=\lambda k_B\Delta T/(2m)$ at weak friction, independent of $N$.

### Worked example

Take $\Delta=0.2$, $\kappa=1$ and $\lambda=0.05\sqrt{km}$, round values that represent no material. Frequencies are in $\sqrt{k/m}$ and currents in $k_B\Delta T\sqrt{k/m}$. Equation (18) gives $\gamma_{\min}=0.04\times1\times5/8=0.025$ per site, a localization length of 40 sites, at $\omega=\sqrt{1+2/3}=1.291$. Direct iteration of (3) at that frequency gives 0.0263, about 5% above the second-order formula. The average in (8) decays there at 0.0133 per site, close to half the directly iterated rate, 0.0131. Without pinning the growth rate at $\omega=0.2$ is only $2.0\times10^{-4}$.

The geometric-mean currents below come from the full integral (2), for 80 pinned and 20 unpinned random chains at each length.

| $N$ | pinned | unpinned |
|---|---|---|
| 100 | $1.36\times10^{-3}$ | $1.49\times10^{-2}$ |
| 200 | $1.55\times10^{-4}$ | $1.26\times10^{-2}$ |
| 400 | $2.31\times10^{-6}$ | $0.99\times10^{-2}$ |

On doubling the length, a power law lowers $\ln J$ by a constant, while an exponential doubles the drop each time. The pinned drops are 2.17 and 4.20, a ratio of 1.94. With 80 chains the pinned entries of the table carry sampling errors of about 5%, 9% and 14%. The drops are therefore uncertain by about 0.1 and 0.2, and the ratio by about 0.15: it is clearly above 1, but its closeness to 2 should not be over-read. The second drop corresponds to $4.20/200=0.021\pm0.001$ per site, below $\gamma_{\min}$. These lengths do not show the typical rate reaching $\gamma_{\min}$, so $e^{-\gamma_{\min}N}$ is a guide to the form of the decay and not a quantitative extrapolation. The unpinned drops are 0.17 and 0.24. Two drops, from 20 chains at each length, do not fix an asymptotic power; (15) forbids an average drop above $\ln2=0.69$ per doubling in the long run. With $x=0.6$, (15) gives $NJ\ge3.55\times10^{-4}$, far below the computed $400\times0.0099\approx4.0$. It rules out an exponential law but fixes neither the power nor the size of the current.

The ordered pinned chain carries 0.0240 at 20 sites and 0.0237 at 60, near the weak-friction value $0.05/2=0.025$. In random chains the sum of (19) over modes needs more care. Among six pinned chains of 60 sites its largest error relative to (2) is 38% at this friction, which is no upper limit for other chains. For the same six chains it falls below 0.01% when the friction is 1000 times smaller. The remaining values are in the numerical output.

### Where the result stops

The proof uses a spring at every site. Springs at the two ends alone leave $a_n$ in the interior, and hence the vanishing of $\gamma$ at low frequency, unchanged, and (11) no longer follows. It also uses strictly harmonic forces and baths that touch the ends alone. In a real chain on a substrate, anharmonic forces exchange energy between modes, and a moving substrate can absorb and return heat along the whole length. Neither process is contained in (2), so the exponential law must not be carried over to such a chain without first estimating them; the present model cannot supply that estimate.

## Calculated quantities

```
mass deviation DELTA = 0.20 (relative)
pinning ratio PIN = 1.00 (on-site spring / bond spring)
bath friction = 0.050 sqrt(k m)
8 sites, current from frequency integral = 0.01321292
8 sites, current from covariance = 0.01321292
norm formula, largest relative error = 9.1e-15
largest transmission / upper bound = 0.0025
low-frequency bound applies up to 0.6455 sqrt(k/m)
high-frequency bound applies from 2.7386 sqrt(k/m)
unpinned: transmission floor for freq*N <= 0.6 is 0.00372
unpinned: N * current is at least 3.550e-04
pinned growth rate at freq 0.0000 = 0.96242 per site
pinned growth rate at freq 0.5000 = 0.84066 per site
pinned growth rate at freq 0.9000 = 0.41459 per site
pinned growth rate at freq 1.1000 = 0.03568 per site
pinned growth rate at freq 1.2910 = 0.02626 per site
pinned growth rate at freq 1.6000 = 0.03354 per site
pinned growth rate at freq 2.0000 = 0.14051 per site
pinned growth rate at freq 2.2000 = 0.19395 per site
pinned growth rate at freq 3.0000 = 1.70905 per site
weak-disorder minimum rate = 0.02500 per site
corresponding localization length = 40.0 sites
unpinned growth rate at freq 0.2: measured 2.022e-04, formula 2.020e-04 per site
unpinned growth rate at freq 0.4: measured 8.371e-04, formula 8.333e-04 per site
8 sites, averaged inverse growth: operator 0.837097, enumeration 0.837097
decay of averaged inverse growth = 0.01329 per site
half the measured minimum growth rate = 0.01313 per site
60 sites, largest quadrature error: pinned 0.0000 %, unpinned 0.0012 %
isolated-resonance error at friction 0.05000: pinned 37.94 %, unpinned 3.46 %
isolated-resonance error at friction 0.00005: pinned 0.00 %, unpinned 0.00 %
ordered pinned current: 20 sites 0.024034, 60 sites 0.023730
100 sites, geometric-mean current: pinned 1.356e-03, unpinned 1.493e-02
100 sites, arithmetic-mean pinned current = 1.499e-03
200 sites, geometric-mean current: pinned 1.546e-04, unpinned 1.257e-02
200 sites, arithmetic-mean pinned current = 1.990e-04
400 sites, geometric-mean current: pinned 2.307e-06, unpinned 9.900e-03
400 sites, arithmetic-mean pinned current = 4.209e-06
samples per length: pinned 80, unpinned 20
pinned log-current drop per doubling = 2.172, 4.204
unpinned log-current drop per doubling = 0.172, 0.239
pinned decay rate, 200 to 400 sites = 0.02102 per site
```
